# Free-carrier absorption by unscreened ionized impurities: the minus-seven-halves law

Suppose the free-carrier absorption of a doped transparent film is known at a photon energy of 1.5 eV and is needed at 3 eV. An exponent must be chosen for the extrapolation. The Drude formula with a constant scattering time gives $\omega^{-2}$ and divides the absorption by 4. Scattering by bare charged impurities gives $\omega^{-7/2}$ and divides it by $2^{7/2}=11.3$. The calculation below shows where the second exponent comes from, and what must hold before it is used.

## 1. One electron at rest, one weak charge

Take an electron of charge $-e$ in an isotropic parabolic band, $E_k=\hbar^2k^2/2m$. The light field is $E_0\boldsymbol\epsilon\cos\omega t$, with $\boldsymbol\epsilon$ a unit vector and $E_0$ the amplitude inside the film. Its wavelength is long compared with the electron wavelengths, so the photon momentum is neglected.

From $\mathbf E=-\partial\mathbf A/\partial t$ follows $\mathbf A=-(E_0/\omega)\boldsymbol\epsilon\sin\omega t$. The coupling linear in the field is $(e/m)\mathbf A\cdot\mathbf p$. The $A^2$ term depends on time alone and gives every state the same phase. The part of the coupling varying as $e^{-i\omega t}$, which absorbs a photon, is

$$g\,\boldsymbol\epsilon\cdot\mathbf p,\qquad g=-\frac{ieE_0}{2m\omega}.$$

This operator is diagonal in $\mathbf k$, so a free electron cannot gain the energy $\hbar\omega$ from it. An impurity must supply the momentum $\hbar\mathbf q=\hbar(\mathbf k'-\mathbf k)$. For a static charge $Ze$ in a medium of static permittivity $\varepsilon_s$, the Fourier component of the potential energy has magnitude

$$V_q=\frac{Ze^2}{\varepsilon_0\varepsilon_s q^2}.$$

Its sign drops out when the amplitude is squared at this order.

There are two orderings. If the photon is absorbed first, the electron is still in $\mathbf k$, and the energy denominator is $E_k+\hbar\omega-E_k=\hbar\omega$. If the impurity acts first, the denominator is $E_k-E_{k'}=-\hbar\omega$, because $E_{k'}=E_k+\hbar\omega$. In a volume $\Omega$ the sum is

$$M=\frac{V_q}{\Omega}\,g\hbar\left[\frac{\boldsymbol\epsilon\cdot\mathbf k}{\hbar\omega}-\frac{\boldsymbol\epsilon\cdot\mathbf k'}{\hbar\omega}\right],\qquad
|M|=\frac{eE_0\,|\mathbf q\cdot\boldsymbol\epsilon|\,V_q}{2m\omega^2\,\Omega}.$$

The opposite denominators leave the change of momentum, not the momentum itself.

**Check of the amplitude.** With both couplings present, the two dressed states of equal energy repel, and their smallest splitting is $2|M|$. In units $\hbar=m=1$, take one dimension with $k=0.3$, $q=1.7$, a potential component 0.01 and a coupling $0.02\,p\cos\omega t$. Resonance lies at $\omega=(2.0^2-0.3^2)/2=1.955$, and the formula gives $0.01\times0.01\times1.7/1.955=8.696\times10^{-5}$. Half the smallest splitting from diagonalization is $8.693\times10^{-5}$.

**From amplitude to absorption.** Let $N_i$ be the density of impurities at uncorrelated random positions. The phases $e^{-i\mathbf q\cdot\mathbf R_j}$ then average out of the cross terms, and the rates of the $N_i\Omega$ impurities add. Replacing the sum over final states by $\Omega\int d^3k'/(2\pi)^3$ cancels all factors of $\Omega$. The rate per electron is

$$W=\frac{2\pi}{\hbar}N_i\int\!\frac{d^3k'}{(2\pi)^3}\left(\frac{eE_0}{2m\omega^2}\right)^2(\mathbf q\cdot\boldsymbol\epsilon)^2V_q^2\,\delta(E_{k'}-E_k-\hbar\omega).$$

The spin is conserved, so there is no factor of two for final spins.

For an electron at rest, $q=k'=Q$ with $Q^2=2m\omega/\hbar$. The delta function gives $\int k'^2dk'\,\delta(\ldots)=mQ/\hbar^2$, and the angular integral of $(\mathbf q\cdot\boldsymbol\epsilon)^2$ is $4\pi Q^2/3$. Hence

$$W_0=\frac{2\pi}{\hbar}\frac{N_i}{8\pi^3}\frac{e^2E_0^2}{4m^2\omega^4}\frac{Z^2e^4}{\varepsilon_0^2\varepsilon_s^2Q^4}\frac{mQ}{\hbar^2}\frac{4\pi Q^2}{3}
=\frac{N_iZ^2e^6E_0^2}{12\pi m\hbar^3\omega^4\varepsilon_0^2\varepsilon_s^2Q}.$$

With $n$ electrons per volume, the light loses $n\hbar\omega W$ per volume and time. Its intensity is $\tfrac12n_rc\varepsilon_0E_0^2$, where $n_r$ is the refractive index. The absorption coefficient is the ratio of the two:

$$\alpha_0=\frac{nN_iZ^2e^6}{6\pi m\hbar^2\omega^3\varepsilon_0^3\varepsilon_s^2n_rc\,Q}
=\frac{nN_iZ^2e^6}{6\pi\sqrt2\,\varepsilon_0^3\varepsilon_s^2n_rc\,(m\hbar)^{3/2}\omega^{7/2}}.$$

The powers can be traced. The squared amplitude carries $\omega^{-4}$ and the absorbed energy $\omega$, which leaves $\omega^{-3}$. The density of final states gives $Q$, and $q^2V_q^2$ gives $Q^{-2}$. The remaining $Q^{-1}$ supplies $\omega^{-1/2}$.

## 2. Moving electrons

Now let the electron start with wave number $k$, so that $k'^2=k^2+Q^2$. For an isotropic distribution, $\mathbf k$ and $\mathbf k'$ can be rotated together at a fixed angle between them. The direction of $\mathbf q$ is then uniform, and $(\mathbf q\cdot\boldsymbol\epsilon)^2$ averages to $q^2/3$. The remaining integral, with $\mu$ the cosine between the wave vectors, is

$$\int\frac{d\Omega'}{q^2}=2\pi\int_{-1}^{1}\frac{d\mu}{k^2+k'^2-2kk'\mu}=\frac{2\pi}{kk'}\ln\frac{k'+k}{k'-k}.$$

The logarithm equals $2u$ with $\tanh u=k/k'$. Then $\sinh u=k/\sqrt{k'^2-k^2}=k/Q$, so the integral is $(4\pi/kk')\,\mathrm{arsinh}(k/Q)$.

At rest, the product of $k'$ and the angular integral of $(\mathbf q\cdot\boldsymbol\epsilon)^2/q^4$ was $4\pi/3Q$. It is now $(4\pi/3k)\,\mathrm{arsinh}(k/Q)$. Their ratio multiplies $\alpha_0$:

$$S(x)=\frac{\mathrm{arsinh}\,x}{x},\qquad x^2=\frac{k^2}{Q^2}=\frac{E_k}{\hbar\omega},\qquad S=1-\frac{x^2}{6}+\dots$$

The limit $k\to0$ returns the first case. The correction is small because two effects nearly cancel. The density of final states grows as $1+x^2/2$, while the average of $1/q^2$ falls as $1-2x^2/3$.

**Fermi sphere.** At zero temperature with $\hbar\omega>E_F$, every final state is empty and no electron can emit a photon. Put $s^2=E_F/\hbar\omega$ and average over the sphere:

$$\langle S\rangle=\frac{3}{s^3}\int_0^s x\,\mathrm{arsinh}\,x\,dx .$$

Integration by parts gives $\tfrac12s^2\,\mathrm{arsinh}\,s-\tfrac12\int_0^s x^2dx/\sqrt{1+x^2}$ for the integral. The last integral is $\tfrac12(s\sqrt{1+s^2}-\mathrm{arsinh}\,s)$. Therefore

$$\alpha=\alpha_0\langle S\rangle,\quad
\langle S\rangle=\frac3{s^3}\left[\left(\frac{s^2}{2}+\frac14\right)\mathrm{arsinh}\,s-\frac{s\sqrt{1+s^2}}4\right]=1-\frac{E_F}{10\hbar\omega}+\dots$$

The local exponent is $d\ln\alpha/d\ln\omega=-7/2+E_F/(10\hbar\omega)+\dots$ The law is thus approached from the shallow side.

For $\hbar\omega<E_F$ the exclusion principle blocks some transitions and this average no longer applies. At finite temperature, absorption carries the weight $f(E)[1-f(E+\hbar\omega)]$ and stimulated emission $f(E+\hbar\omega)[1-f(E)]$. Their difference is $f(E)-f(E+\hbar\omega)$, which replaces the sharp sphere.

**A classical gas.** With mean energy $\tfrac32k_BT$ and $\hbar\omega\gg k_BT$, the first correction is $-\langle E\rangle/(6\hbar\omega)=-k_BT/(4\hbar\omega)$. The same exponent results, but the Born prefactor then needs $k_BT$ far above $\pi^2Z^2$ times the effective Rydberg, for the reason given in section 5.

## 3. Numbers for a film

The parameters are round values in the regime of heavily doped transparent conducting oxides: $n=N_i=5\times10^{20}$ cm$^{-3}$, $Z=1$, $m=0.3\,m_e$, $\varepsilon_s=9$, optical permittivity $\varepsilon_\infty=4$ and fixed $n_r=\sqrt{4}=2$. The film is 300 nm thick. The Fermi energy is 0.766 eV.

At 2 eV, $s^2=0.766/2=0.383$ and $\langle S\rangle=0.966$. The pure power law gives 196.7 cm$^{-1}$, so

$$\alpha=196.7\times0.966=190\ \mathrm{cm^{-1}},\qquad \alpha d=190\times3\times10^{-5}=5.7\times10^{-3}.$$

At 1.5 and 3 eV the model gives 515 and 46.5 cm$^{-1}$. The ratio is 11.1, close to the 11.3 of the pure law. The local exponent at 2 eV is $-3.468$; the first correction alone would give $-3.5+0.038=-3.462$.

These absorption coefficients were computed by integrating the golden rule over the Fermi sphere and the scattering angles at fixed polarization, before any angular average was done by hand. At all three energies they agree with the closed formula to better than one part in $10^5$.

The result can be expressed as a Drude time. For $\omega\tau\gg1$ the Drude conductivity is $ne^2/(m\omega^2\tau)$, and $\alpha$ is this divided by $\varepsilon_0n_rc$. Equating the two absorptions gives $\tau=33$, 50 and 92 fs at 1.5, 2 and 3 eV. In this model the effective time grows nearly as $\omega^{3/2}$, because faster final electrons are deflected less by a Coulomb centre. A constant time fitted at one photon energy therefore fails at another.

## 4. Other scatterers, other exponents

The power count of section 1 holds for any static $|V_q|^2$ that is a power of $q$:

$$\alpha\propto\omega^{-3}\,Q\,Q^2|V_Q|^2 .$$

A contact potential, with constant $|V_q|^2$, gives $\omega^{-3/2}$. If $|V_q|^2\propto q^{-2}$, the result is $\omega^{-5/2}$. The angular integration at $\hbar\omega=200E_F$ gives $-1.5075$ and $-2.5015$ for these two, and $-3.4995$ for the Coulomb case.

The small departures can be derived. For the contact potential, $k'\langle q^2\rangle=k'(k^2+k'^2)\approx Q^3(1+\tfrac52x^2)$. With $\langle x^2\rangle=\tfrac35/200$, the exponent shifts by $-0.0075$. For $q^{-2}$ the factor is $k'\approx Q(1+\tfrac12x^2)$, and the shift is $-0.0015$.

The second case describes polar optical phonons when their energy $\hbar\omega_{LO}$ is neglected beside the photon's. Their coupling $C_q$ follows from a static argument. Phonon exchange between two fixed charges gives the energy $-2|C_q|^2/\hbar\omega_{LO}$. This must equal the lattice part of their interaction, $(e^2/\varepsilon_0q^2)(1/\varepsilon_s-1/\varepsilon_\infty)$. So

$$|C_q|^2=\frac{e^2\hbar\omega_{LO}}{2\varepsilon_0q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

Phonon emission and absorption together replace $N_iV_q^2$ by $(2N+1)|C_q|^2$, where $N$ is the thermal occupation. For $\hbar\omega_{LO}=0.05$ eV at 300 K, impurities and phonons together absorb 1.59, 1.75 and 2.08 times as much as impurities alone at 1.5, 2 and 3 eV. In this estimate, which leaves the response of the electron gas out of both potentials, the phonons contribute slightly more than the impurities at 3 eV. The mean exponent between 1.5 and 3 eV moves from $-3.47$ to $-3.08$.

## 5. Strong charges: Coulomb waves

Plane waves are the lowest approximation in the impurity potential $V(\mathbf r)$. Keep the light to first order, but let $|i\rangle$ and $|f\rangle$ be eigenstates of $H_0=p^2/2m+V$. From $[\mathbf p,H_0]=-i\hbar\nabla V$,

$$(E_i-E_f)\langle f|\mathbf p|i\rangle=-i\hbar\langle f|\nabla V|i\rangle
\quad\Rightarrow\quad \langle f|\mathbf p|i\rangle=\frac i\omega\langle f|\nabla V|i\rangle .$$

For plane waves $\nabla V$ has matrix element of magnitude $qV_q/\Omega$, and the earlier $|M|$ returns.

For a Coulomb centre $\nabla V\propto\hat{\mathbf r}/r^2$. Expand both states in partial waves with radial functions $F_{kl}(r)$ of unit amplitude at infinity, and define $I_{ll'}=\int_0^\infty F_{kl}F_{k'l'}\,dr/r^2$. Integration over both directions removes the scattering phases. Let $T_l$ be the sum of $|\langle l{+}1,m'|\hat{\mathbf r}|l,m\rangle|^2$ over $m,m'$. Since $\hat{\mathbf r}^2=1$, $T_l+T_{l-1}=2l+1$ with $T_0=1$, so $T_l=l+1$. The integrated squared matrix element is

$$\frac{(4\pi)^4}{(kk')^2}\Sigma,\qquad \Sigma=\sum_l(l+1)\left(I_{l,l+1}^2+I_{l+1,l}^2\right).$$

For free waves the same quantity is $16\pi^2\cdot4\pi\int d\Omega'/q^2=(128\pi^4/kk')\ln[(k'+k)/(k'-k)]$, which requires $\Sigma=\tfrac12kk'\ln[(k'+k)/(k'-k)]$. Numerical free waves, started at the mean electron energy of 0.459 eV, reproduce this to within 0.3% for the three photon energies and for a fourth at 19.7 eV.

With attractive Coulomb waves instead, the absorption by an electron of this initial energy is multiplied by 1.50, 1.57 and 1.67 at 1.5, 2 and 3 eV. For a bare charge the Born prefactor is therefore poor here, while the mean exponent between 1.5 and 3 eV shifts by $+0.15$.

The high-frequency limit shows why the exponent survives. Let $\eta=\sqrt{Z^2\mathrm{Ry}^*/E}$, where $\mathrm{Ry}^*=0.0504$ eV is the effective Rydberg of a unit charge. A hard photon requires a large $q$, so the initial wave is sampled close to the charge. The Coulomb scattering wave has amplitude $e^{\pi\eta/2}\Gamma(1-i\eta)$ there, relative to a plane wave. Since $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$, the density is enhanced by

$$C(\eta)=\frac{2\pi\eta}{1-e^{-2\pi\eta}} .$$

At fixed initial energy this factor does not depend on $\omega$. Here $\eta_i=\sqrt{0.0504/0.459}=0.331$ and $C(\eta_i)=2.38$.

The fast final electron also feels the charge. I use the factor $1/C(\eta_f)$ for this without deriving it. At 19.7 eV the ratio $C(\eta_i)/C(\eta_f)$ is 2.04, and the computed Coulomb-wave factor is also 2.04. Since $C(\eta_f)\approx1+\pi\eta_f$ and $\eta_f\propto\omega^{-1/2}$, the limit 2.38 is approached slowly. When $E_i\gg\pi^2Z^2\mathrm{Ry}^*$, both factors tend to one and the Born result returns. The approach is slow: for $Z=1$, $C(\eta_i)$ is still 1.35 at $E_i=100\,\mathrm{Ry}^*$.

## 6. Does the electron gas screen the charge?

Replacing $V_q$ by a statically screened potential is tempting, but at this order it answers the wrong question. The field displaces every electron by $\mathbf a\cos\omega t$ with $\mathbf a=eE_0\boldsymbol\epsilon/m\omega^2$. In the frame that follows this motion, the electron–electron interaction is unchanged and the impurities shake. The first-order shaking potential is $\mathbf a\cdot\nabla V\cos\omega t$. Its absorbing half has magnitude $eE_0|\mathbf q\cdot\boldsymbol\epsilon|V_q/2m\omega^2$, which is the amplitude of section 1 again.

The gas therefore responds to a potential at frequency $\omega$. In mean field, to second order in $V$, this response divides the absorption integrand by $|\varepsilon(q,\omega)|^2$, provided that no undamped plasmon exists at the photon energy. This holds at the three energies used here. The dielectric function is

$$\varepsilon=1-\frac{e^2}{\varepsilon_0\varepsilon_\infty q^2}\chi_0,\qquad
\chi_0=2\!\int\!\frac{d^3k}{(2\pi)^3}f_k\left[\frac1{\hbar\omega-\Delta+i0}-\frac1{\hbar\omega+\Delta+i0}\right],$$

and $\Delta=E_{|\mathbf k+\mathbf q|}-E_k$. The lattice is too slow to follow the electrons at $\omega$, hence $\varepsilon_\infty$. The static lattice distortion around each impurity shakes with it, but that distortion is set by the impurity together with its static electron cloud. Write $v=e^2/\varepsilon_0q^2$ and $\chi_s=\chi_0(q,0)<0$. The total static potential is $U=V_q/(1-v\chi_s/\varepsilon_s)$, and the cloud has density $\chi_sU$. The cloud moves with the electrons, so its own potential $v\chi_sU/\varepsilon_\infty$ does not shake. What shakes is the remainder, $R(q)V_q$, with

$$R(q)=\frac{1-v\chi_s/\varepsilon_\infty}{1-v\chi_s/\varepsilon_s}.$$

This equals one if $\varepsilon_s=\varepsilon_\infty$ and tends to one at large $q$. In a polar lattice it exceeds one, because the cloud weakens the field that polarizes the lattice. The integrand is multiplied by $R^2/|\varepsilon|^2$.

The factor $1/|\varepsilon|^2$ alone multiplies $\alpha$ by 1.03, 1.03 and 1.01 at the three energies. With $R^2$ included the factors are 1.51, 1.32 and 1.16, and the mean exponent between 1.5 and 3 eV shifts by $-0.38$. Static Thomas–Fermi screening, with $V_q\to V_q\,q^2/(q^2+q_{TF}^2)$ and $q_{TF}=1.40$ nm$^{-1}$, would give 0.71, 0.77 and 0.84. In this example the mean-field correction is thus opposite in sign to the static one. It comes almost entirely from the reduced lattice polarization, not from $\varepsilon(q,\omega)$.

In higher orders of $V$ the static potential does distort the waves, and the gas screens that distortion. I therefore expect the Coulomb factors of section 5, computed for a bare charge, to be too large for this gas.

## 7. Band shape, index and the real film

Two quantities held fixed so far depend on photon energy. The gas lowers the index to $n_r=\sqrt{\varepsilon_\infty(1-\omega_p^2/\omega^2)}$, with $\hbar\omega_p=0.758$ eV. Since $\alpha\propto1/n_r$, it rises by 16%, 8% and 3% at 1.5, 2 and 3 eV. The mean exponent becomes steeper by 0.17.

The departure from a parabolic band matters more. Let $E(1+\kappa E)=\hbar^2k^2/2m$ with a rough $\kappa=0.2$ eV$^{-1}$, and take a slow initial electron. The light couples to the velocity, so the squared amplitude contains $v'^2V_{k'}^2$, while the density of states is proportional to $k'^2/v'$. The rate varies as $v'/k'^2$. Here $v'=\hbar k'/[m(1+2\kappa E')]$, and $k'$ exceeds its parabolic value by $\sqrt{1+\kappa E'}$. With $E'=\hbar\omega$, the correction is

$$\frac1{(1+2\kappa\hbar\omega)\sqrt{1+\kappa\hbar\omega}}=\frac1{1.8\sqrt{1.4}}=0.47\quad\text{at 2 eV}.$$

It is 0.55 at 1.5 eV and 0.36 at 3 eV, and it shifts the mean exponent by $-0.61$. These values hold for a slow initial electron. Averaging over the filled Fermi sphere lowers the factors further, most of all at 1.5 eV, and reduces the shift to about $-0.5$. Changes of the Bloch functions with energy are ignored in this estimate. Thermal smearing of the electron distribution is harmless by comparison: at 300 K and fixed density, it changes the impurity absorption by about 0.02% or less. The phonon part depends on temperature more strongly, through $2N+1$.

Heavily doped transparent conducting oxides have carrier densities of roughly $10^{20}$ to $10^{21}$ cm$^{-3}$, so the density chosen here is typical in size; the other parameters are also rough. With $Z=1$, equal carrier and impurity densities mean donors without compensation. Real films violate several assumptions at once. For these parameters, polar phonons raise the absorption by 59% to 108%, while the nonparabolic band lowers it by 45% to 64% for a slow initial electron, and by somewhat more for the whole Fermi sphere. The response of gas and lattice in section 6 raises the impurity part by 16% to 51%. These are separate estimates, not factors to be multiplied into a prediction. Impurity correlations, short-range parts of the impurity potential, structural disorder and interband transitions have not been sized.

For the extrapolation from 1.5 to 3 eV, $-7/2$ is thus the exponent of one mechanism in a parabolic band with constant index. It is justified when bare-charge scattering dominates, the factor $R^2/|\varepsilon|^2$ of section 6 is close to one, the index is constant, the final electron stays where the band is parabolic, and $\hbar\omega$ is far above both $E_F$ and $\pi^2Z^2\mathrm{Ry}^*$. The last condition makes $\pi\eta_f$ small, but only as $\omega^{-1/2}$. For the bare charge and initial energy of section 5, the local exponent is still shifted by about $+0.12$ at $\hbar\omega=10\pi^2\mathrm{Ry}^*$ and by $+0.05$ at $100\pi^2\mathrm{Ry}^*$. In the example the nonparabolic band shifts the mean exponent by $-0.61$ for slow initial electrons and by about $-0.5$ for the Fermi sphere, the response of gas and lattice shifts it by $-0.38$, and phonons shift it the other way by $+0.39$. A measured slope near $-7/2$ would not by itself identify charged impurities. The numerical output below lists the values behind these comparisons, except the band correction averaged over the Fermi sphere, the factors containing $R$, and the Coulomb values quoted at $100\,\mathrm{Ry}^*$, $10\pi^2\mathrm{Ry}^*$ and $100\pi^2\mathrm{Ry}^*$.

## Computed values

```
electron and impurity density: 5.00e+20 cm^-3 each
band mass: 0.3 m_e; eps_s = 9.0; eps_inf = 4.0
refractive index: 2.00; film thickness: 300 nm
Fermi wave number: 2.455 nm^-1; Fermi energy: 0.766 eV
effective Rydberg: 0.0504 eV; plasma energy: 0.758 eV
Thomas-Fermi wave number: 1.403 nm^-1
Floquet amplitude: 8.6931e-05 (model units)
second-order amplitude: 8.6957e-05 (model units)
photon energy 1.5 eV: Q = 3.437 nm^-1
  pure -7/2 law: 538.31 cm^-1
  Fermi average <S>: 0.9558
  alpha by quadrature: 514.51 cm^-1
  local exponent: -3.4596
  optical depth of film: 1.544e-02
  equivalent Drude time: 33.11 fs
photon energy 2.0 eV: Q = 3.968 nm^-1
  pure -7/2 law: 196.68 cm^-1
  Fermi average <S>: 0.9657
  alpha by quadrature: 189.94 cm^-1
  local exponent: -3.4681
  optical depth of film: 5.698e-03
  equivalent Drude time: 50.45 fs
photon energy 3.0 eV: Q = 4.860 nm^-1
  pure -7/2 law: 47.58 cm^-1
  Fermi average <S>: 0.9764
  alpha by quadrature: 46.46 cm^-1
  local exponent: -3.4775
  optical depth of film: 1.394e-03
  equivalent Drude time: 91.67 fs
local exponent at 200 Fermi energies: -3.49950
same, constant |V_q|^2: -1.5075
same, |V_q|^2 ~ 1/q^2: -2.5015
neglected effects, alpha relative to the model at 1.5, 2, 3 eV,
and the shift of the mean exponent between 1.5 and 3 eV:
  static screening: 0.7144 0.7743 0.8424; shift +0.238
  dynamic screening: 1.0327 1.0251 1.0131; shift -0.028
  Coulomb waves, unscreened: 1.4976 1.5681 1.6668; shift +0.154
  index dispersion: 1.1588 1.0806 1.0335; shift -0.165
  nonparabolic band, slow start: 0.5482 0.4695 0.3593; shift -0.609
  temperature 300 K: 0.9998 0.9999 0.9999; shift +0.000
  impurities plus polar phonons: 1.5866 1.7515 2.0801; shift +0.391
phonon energy: 0.05 eV; nonparabolicity: 0.2 eV^-1
mean electron energy: 0.459 eV; eta_i: 0.331
contact factor C(eta_i): 2.378
hard-photon test energy: 19.70 eV
  Coulomb-wave factor: 2.0406
  C(eta_i)/C(eta_f): 2.0404
```
